# Hemispherical and Normal Emissivity of a Highly Conducting Metal

## 1. What the dimensions and the surface fields fix

A smooth, homogeneous metal half-space has no length of its own in a local description. At one frequency its emissivity can therefore depend only on the direction, the polarisation and the dimensionless complex index $N=n+ik$. The metal is taken as isotropic and non-magnetic, with vacuum outside and the time factor $e^{-i\omega t}$, so that $n,k>0$. It is convenient to use

$$
\zeta=\frac1N=a-ib,\qquad a=\frac{n}{n^2+k^2},\quad b=\frac{k}{n^2+k^2}. \tag{1}
$$

The ratio of hemispherical to normal emissivity is then a function of $\zeta$ alone. If it has a limit as $\zeta\to0$ at fixed $k/n$, wavelength and resistivity cannot appear in it separately.

The surface fields suggest its value. A good conductor has tangential fields related by $E_t=Z_0\zeta H_t$, where $Z_0$ is the impedance of vacuum. It absorbs $\tfrac12 aZ_0|H_t|^2$ per unit area. Let $\theta$ be the angle from the normal, $\mu=\cos\theta$, and $H_0$ the incident magnetic amplitude. The incident power per unit surface area is $\tfrac12Z_0H_0^2\mu$. Near a perfect mirror the tangential magnetic field is doubled:

- In s polarisation (electric field parallel to the surface), $H_t=2H_0\mu$, so the absorbed fraction is $4a\mu$.
- In p polarisation (magnetic field parallel to the surface), $H_t=2H_0$, so the fraction is $4a/\mu$.

Both equal $4a$ at normal incidence. Their average, weighted by $2\mu\,d\mu$, is $4a(1/3+1)$, which gives the ratio $4/3$. But the p result diverges at grazing, where a real metal emits nothing. The Fresnel equations must show that this failure is harmless, and how large an error it leaves.

## 2. Directional emissivity

The metal is opaque: whatever enters is absorbed. In local thermal equilibrium, and for a reciprocal medium, Kirchhoff's law equates emissivity and absorptivity for each direction and polarisation. With $r$ the amplitude reflection coefficient,

$$
\varepsilon_{s,p}=1-|r_{s,p}|^2,\qquad \varepsilon=\tfrac12(\varepsilon_s+\varepsilon_p). \tag{2}
$$

Let $k_0=\omega/c_0$, with $c_0$ the speed of light. The tangential wavenumber $k_0\sin\theta$ is conserved, so the normal wavenumber inside is $k_0q$, with

$$
q=\sqrt{N^2-\sin^2\theta}=Nc,\qquad c=\sqrt{1-\zeta^2\sin^2\theta}. \tag{3}
$$

The root with $\operatorname{Im}q>0$ decays into the metal.

For s polarisation, continuity of the tangential electric field gives $1+r_s=t_s$. The tangential magnetic field is proportional to the normal wavenumber times the electric field, so $\mu(1-r_s)=Nc\,t_s$. Eliminating $t_s$ and multiplying above and below by $\zeta$,

$$
r_s=\frac{\mu-Nc}{\mu+Nc}=\frac{\zeta\mu-c}{\zeta\mu+c}. \tag{4}
$$

For p polarisation let $r_p$ and $t_p$ refer to the magnetic field. Its continuity gives $1+r_p=t_p$. The tangential electric field is proportional to the normal wavenumber divided by the permittivity $N^2$, so $\mu(1-r_p)=(q/N^2)t_p=\zeta c\,t_p$, and

$$
r_p=\frac{\mu-\zeta c}{\mu+\zeta c}. \tag{5}
$$

Both have the form $r=(u-v)/(u+v)$. Since $|u\pm v|^2=|u|^2+|v|^2\pm2\operatorname{Re}(uv^*)$,

$$
1-|r|^2=\frac{|u+v|^2-|u-v|^2}{|u+v|^2}=\frac{4\operatorname{Re}(uv^*)}{|u+v|^2}. \tag{6}
$$

With $u=\zeta\mu,\ v=c$ for s, and $u=\mu,\ v=\zeta c$ for p,

$$
\varepsilon_s=\frac{4\mu\operatorname{Re}(\zeta c^*)}{|c+\zeta\mu|^2},\qquad
\varepsilon_p=\frac{4\mu\operatorname{Re}(\zeta c)}{|\mu+\zeta c|^2}. \tag{7}
$$

No approximation has yet been made within the stated model.

## 3. An expansion that survives at grazing

Expand $c$, but not the denominators, in powers of $\zeta$:

$$
c=1-\tfrac12\zeta^2\sin^2\theta+O(|\zeta|^4). \tag{8}
$$

Using $\operatorname{Re}\zeta^3=a^3-3ab^2$ and $\operatorname{Re}(\zeta\zeta^{*2})=|\zeta|^2a$, the numerators contain

$$
\begin{aligned}
\operatorname{Re}(\zeta c)&=a\left[1-\tfrac12(a^2-3b^2)\sin^2\theta+O(|\zeta|^4)\right],\\
\operatorname{Re}(\zeta c^*)&=a\left[1-\tfrac12|\zeta|^2\sin^2\theta+O(|\zeta|^4)\right].
\end{aligned} \tag{9}
$$

Setting $c=1$ therefore makes a relative error $O(|\zeta|^2)$ in each numerator.

In the p denominator the amplitude changes by $|\zeta(c-1)|=O(|\zeta|^3)$. The amplitude itself obeys

$$
|\mu+\zeta|^2=(\mu+a)^2+b^2=\mu^2+2a\mu+|\zeta|^2\ge|\zeta|^2, \tag{10}
$$

so its relative change is again $O(|\zeta|^2)$, even at $\mu=0$. In the s denominator $|1+\zeta\mu|\ge1$, and the same order follows. Hence, uniformly in angle,

$$
\varepsilon_s\simeq\frac{4a\mu}{|1+\zeta\mu|^2},\qquad
\varepsilon_p\simeq\frac{4a\mu}{|\mu+\zeta|^2}. \tag{11}
$$

At normal incidence $c=1$, and both polarisations give

$$
\varepsilon_n=\frac{4a}{|1+\zeta|^2}. \tag{12}
$$

For $\mu\gg|\zeta|$, (11) reduces to $\varepsilon_s\simeq4a\mu$ and $\varepsilon_p\simeq4a/\mu$, the mirror estimates of Section 1. For $\mu\ll|\zeta|$ it gives instead

$$
\varepsilon_p\simeq\frac{4a\mu}{|\zeta|^2}\longrightarrow0. \tag{13}
$$

Between these limits lies a maximum. Dividing above and below by $\mu$,

$$
\varepsilon_p\simeq\frac{4a}{\mu+|\zeta|^2/\mu+2a}. \tag{14}
$$

The derivative of the denominator, $1-|\zeta|^2/\mu^2$, vanishes at $\mu=|\zeta|$, so

$$
\mu_{\rm peak}\simeq|\zeta|,\qquad \varepsilon_{p,\rm peak}\simeq\frac{2a}{|\zeta|+a}. \tag{15}
$$

At fixed $k/n$ the height of this peak does not shrink as the conductor improves. The peak moves towards grazing and becomes narrower. Physically, the mirror estimate assumes that the magnetic field at the surface is doubled. From (5), $1+r_p\simeq2\mu/(\mu+\zeta)$, which is close to 2 for $\mu\gg|\zeta|$ but tends to zero at grazing. The reflected wave then cancels the incident tangential magnetic field, and the dissipation disappears.

## 4. The hemispherical limit

A surface element emits into solid angle $d\Omega$ with the projected-area factor $\cos\theta$. The hemispherical emissivity is therefore

$$
\varepsilon_h=\frac1\pi\int\varepsilon\cos\theta\,d\Omega=\int_0^1 2\mu\,\varepsilon(\mu)\,d\mu. \tag{16}
$$

The azimuthal integral supplied $2\pi$, and $\sin\theta\,d\theta$ became $d\mu$ after the limits were exchanged. Inserting (11), the factor 2 cancels the $\tfrac12$ of the polarisation average:

$$
\varepsilon_h\simeq4a(I_s+I_p),\quad
I_s=\int_0^1\frac{\mu^2d\mu}{|1+\zeta\mu|^2},\quad
I_p=\int_0^1\frac{\mu^2d\mu}{|\mu+\zeta|^2}. \tag{17}
$$

The limit $I_s\to1/3$ is immediate, because the denominator tends uniformly to one. For $I_p$, (10) gives

$$
1-I_p=\int_0^1\frac{2a\mu+|\zeta|^2}{\mu^2+2a\mu+|\zeta|^2}\,d\mu. \tag{18}
$$

This integrand lies between 0 and 1. Split the range at $\mu=\sqrt{|\zeta|}$, with $|\zeta|<1$. The lower part contributes at most $\sqrt{|\zeta|}$. In the upper part the integrand is at most $2a/\mu+|\zeta|^2/\mu^2\le2\sqrt{|\zeta|}+|\zeta|$, because $a\le|\zeta|$. Thus

$$
0\le1-I_p\le3\sqrt{|\zeta|}+|\zeta|\longrightarrow0. \tag{19}
$$

With (12) and (17),

$$
\boxed{\frac{\varepsilon_h}{\varepsilon_n}\longrightarrow\frac13+1=\frac43}
\qquad(|\zeta|\to0,\ k/n\ \text{fixed}). \tag{20}
$$

In this limit p polarisation carries three quarters of the emitted power and s polarisation one quarter.

The zero at grazing and the value $4/3$ belong to different orders of the limits. At fixed $\zeta$, sending $\mu\to0$ gives zero emission. At fixed $\mu>0$, sending $\zeta\to0$ gives

$$
\frac{\varepsilon(\mu)}{\varepsilon_n}\longrightarrow\frac12\left(\mu+\frac1\mu\right), \tag{21}
$$

which grows without bound towards grazing. Multiplied by $2\mu$, it becomes $\mu^2+1$, whose integral is $4/3$. The convergence in (21) is not uniform, but its relative error is of order one only in a region whose width is of order $|\zeta|$. There the p integrand of (17) is at most one, so the angles beyond the peak contribute a share of order $|\zeta|$.

## 5. How the limit is approached

The integral $I_p$ is elementary. Write the numerator in (18) as

$$
2a\mu+|\zeta|^2=2a(\mu+a)+(b^2-a^2), \tag{22}
$$

which holds because $|\zeta|^2=a^2+b^2$. Over the denominator $(\mu+a)^2+b^2$, the first part integrates to a logarithm and the second to an arctangent:

$$
\begin{aligned}
I_p=1&-a\ln\frac{(1+a)^2+b^2}{|\zeta|^2}\\
&-\frac{b^2-a^2}{b}\left[\arctan\frac{1+a}{b}-\arctan\frac ab\right].
\end{aligned} \tag{23}
$$

For small $\zeta$, $\ln[(1+a)^2+b^2]=O(|\zeta|)$, and its prefactor $a$ makes that contribution second order. Also $\arctan[(1+a)/b]=\pi/2+O(|\zeta|)$, and $\pi/2-\arctan(a/b)=\arctan(b/a)$. Therefore

$$
I_p=1-2a\ln\frac1{|\zeta|}-\frac{b^2-a^2}{b}\arctan\frac ba+O(|\zeta|^2). \tag{24}
$$

For s polarisation, $1/|1+\zeta\mu|^2=1-2a\mu+O(|\zeta|^2)$, so

$$
I_s=\int_0^1(\mu^2-2a\mu^3)\,d\mu+O(|\zeta|^2)=\frac13-\frac a2+O(|\zeta|^2). \tag{25}
$$

Dividing (17) by (12) multiplies $I_s+I_p$ by $|1+\zeta|^2=1+2a+|\zeta|^2$. The terms proportional to $a$ without a logarithm are $2a\cdot\tfrac43-\tfrac a2=\tfrac{13}{6}a$. The product of $2a$ with the logarithmic term is of order $|\zeta|^2\ln(1/|\zeta|)$. The result is

$$
\begin{aligned}
\frac{\varepsilon_h}{\varepsilon_n}=\frac43&+\frac{13}{6}a-2a\ln\frac1{|\zeta|}-\frac{b^2-a^2}{b}\arctan\frac ba\\
&+O\!\left(|\zeta|^2\ln\frac1{|\zeta|}\right).
\end{aligned} \tag{26}
$$

For $k\ge n$ we have $b\ge a$, and the arctangent term is zero or negative. The logarithm exceeds the positive term once $\ln(1/|\zeta|)>13/12$. For sufficiently small $|\zeta|$ the limit is therefore approached from below.

The logarithm collects the contribution $2a/\mu$ to (18) from every decade of $\mu$ between $|\zeta|$ and one. The arctangent term comes mainly from $\mu$ of order $|\zeta|$, where the mirror estimate fails.

Two cases show the different roles of absorption and reactance.

**Low-frequency conductor.** For a Drude metal with relaxation time $\tau$, resistivity $\rho$ and $\omega\tau\ll1$, the large permittivity is $N^2\simeq i/(\epsilon_0\omega\rho)$. Hence $\zeta\simeq\sqrt{\epsilon_0\omega\rho}\,e^{-i\pi/4}$, and $a=b=\sqrt{\epsilon_0\omega\rho/2}$. To leading order (12) becomes the Hagen–Rubens law

$$
\varepsilon_n\simeq4a=\sqrt{8\epsilon_0\omega\rho}. \tag{27}
$$

The arctangent term vanishes, and the logarithm controls the approach to $4/3$.

**Mainly reactive metal.** If $a\ll b\ll1$, and $a\ln(1/|\zeta|)$ is also small compared with $b$, the arctangent tends to $\pi/2$ and

$$
\frac{\varepsilon_h}{\varepsilon_n}\simeq\frac43-\frac{\pi b}{2}\simeq\frac43-\frac{\pi}{2k}. \tag{28}
$$

A low emissivity alone does not guarantee a ratio close to $4/3$. The emissivity is set by $a$, whereas the angular distribution near grazing also depends on $b$. The condition for (20) is $|N|\gg1$; neither $n\simeq k$ nor (27) is required.

## 6. An infrared example

Take a Drude metal with $\rho=10\ \mu\Omega\,$cm and plasma energy $\hbar\omega_p=4.0$ eV at a wavelength of $10\ \mu$m. These are rough round values in the regime of iron near room temperature. The static conductivity $1/\rho=\epsilon_0\omega_p^2\tau$ fixes the damping rate $\gamma=1/\tau=\epsilon_0\omega_p^2\rho$, or $\hbar\gamma=21.5$ meV. The photon energy is $124.0$ meV, so $\omega\tau=5.76$. Then

$$
N^2=1-\frac{\omega_p^2}{\omega^2+i\gamma\omega}=-1009+175i,\qquad N=2.75+31.89i. \tag{29}
$$

Since $n^2+k^2\simeq1025$, (1) gives $a=0.00268$, $b=0.0311$ and $|\zeta|=0.0312$. Equation (12) gives

$$
\varepsilon_n=\frac{4(0.002684)}{(1.002684)^2+(0.031126)^2}=0.01067. \tag{30}
$$

The Hagen–Rubens law would give $0.0365$, about 3.4 times as much, because $\omega\tau$ is not small.

The full Fresnel expressions give the following unpolarised emissivity, relative to normal, beside the limiting law (21).

| $\theta$ | $\varepsilon/\varepsilon_n$ | $(\mu+1/\mu)/2$ |
|---|---:|---:|
| 60° | 1.24 | 1.25 |
| 80° | 2.82 | 2.97 |
| 88° | 7.40 | 14.3 |
| 89° | 6.40 | 28.7 |
| 89.9° | 0.89 | 286 |

The p emissivity peaks at $88.21^\circ$ with height $0.158$, as (15) predicts. Even $0.1^\circ$ from grazing the unpolarised emissivity is still 89% of its normal value. Angles beyond the p peak nevertheless carry just 0.49% of the hemispherical power.

Integration over all angles gives $\varepsilon_h=0.01362$ and

$$
\frac{\varepsilon_h}{\varepsilon_n}=\frac{0.013624}{0.010669}=1.277. \tag{31}
$$

Increasing the quadrature from 8 to 24 nodes per panel changes this ratio by $4\times10^{-15}$. The p share of the power is 73.9%, close to the limiting 75%. The expansion (26) gives

$$
1.33333+0.00582-0.01861-0.04587=1.27467. \tag{32}
$$

It differs from the full ratio by 0.0023, about 4% of the departure from $4/3$. The arctangent term is the largest correction, as expected for $b\gg a$. Using $4/3$ here would overestimate $\varepsilon_h$ by 4.4%.

With resistivity and plasma energy held fixed, the ratio rises to 1.302 at $30\ \mu$m and 1.312 at $100\ \mu$m. Between 10 and $100\ \mu$m, $|\zeta|$ falls from 0.0312 to 0.0044, but $\varepsilon_n$ falls only from 0.0107 to 0.0087. At $100\ \mu$m, therefore, $a\simeq0.0087/4=0.0022$, and the logarithmic term is $-2(0.0022)\ln(1/0.0044)\simeq-0.024$. It has become the main correction and keeps the approach slow.

## 7. Real metals and the limits of the model

The example is not a prediction of the measured emissivity of iron. Iron also absorbs infrared light through interband transitions, which the Drude model omits. As a round stress value, adding 100 to $\operatorname{Im}N^2$ raises $\varepsilon_n$ by 53%, to 0.0163, but lowers the ratio only to 1.272. This is not an upper bound: an index such as $5.8+30.4i$, in the range reported for iron at this wavelength, gives $\varepsilon_n=0.024$ and a ratio of 1.264. Tripling the resistivity, a rough representation of iron near 600 K, raises $\varepsilon_n$ to 0.031 and lowers the ratio to 1.258; a tenfold resistivity, closer to iron near 1100 K, gives 0.084 and 1.21. For these changes the normal emissivity is much less certain than the angular ratio. A 3 nm absorbing film of permittivity $5+0.5i$, a round value for an oxide away from its lattice resonances, changes $\varepsilon_n$ by 0.1% and raises the ratio to 1.283. This smallness is not general. A film of thickness $d$ and permittivity $\epsilon_f$ adds about $k_0d\,\operatorname{Im}(-1/\epsilon_f)\sin^2\theta$ to $a$ in p polarisation, a loss absent at normal incidence. Near a longitudinal phonon, where $|\epsilon_f|$ is small, it can exceed $a$: the same 3 nm with $\epsilon_f=0.2+0.5i$ leaves $\varepsilon_n$ almost unchanged but raises the ratio to 1.98, well above $4/3$.

Diffuse scattering of electrons at the surface adds another loss. For $\gamma\ll\omega\ll\omega_p$, the field inside has amplitude $2E_0\omega/\omega_p$, where $E_0$ is the incident amplitude. Electrons of charge magnitude $e$, mass $m$ and density $n_e$ acquire a drift amplitude $u=2eE_0/(m\omega_p)$. Since $\omega_p^2=n_ee^2/(\epsilon_0m)$, the time average of the squared drift is $2\epsilon_0E_0^2/(n_em)$. A shifted Fermi sphere carries tangential momentum to the surface at the rate $g\,n_emuv_F$, with $v_F$ the Fermi speed and

$$
g=\frac32\int_0^1 z\,\frac{1-z^2}{2}\,dz=\frac3{16}. \tag{33}
$$

Here $z$ is the cosine of the electron's direction from the surface normal. Diffuse scattering removes this momentum. The power needed to maintain the drift is $2g\epsilon_0E_0^2v_F$; divided by the incident flux $\tfrac12\epsilon_0c_0E_0^2$, it is $4gv_F/c_0$. Comparison with $\varepsilon_n\simeq4a$ gives an addition $\delta a=3v_F/(16c_0)$. For an assumed $v_F=5\times10^5$ m/s this is 0.00031. It raises $\varepsilon_n$ by 12%, to 0.0119, and changes the ratio to 1.276. At $\omega\tau=5.76$ the full non-local solution gives a slightly smaller addition, 0.00030 (11%), and the same ratio.

The estimate requires an electron to travel a short distance per radian of the oscillation compared with the field depth. The mean free path is 15.3 nm, so that distance is $15.3/5.76\simeq2.7$ nm, against a depth of 50 nm. The intensity depth is 25 nm; a metal layer many times thicker is opaque. Iron's magnetisation cannot follow the infrared field: for a rough 2 T, the precession response scale $e\mu_0M/(m\omega)$ is 0.002. The magnetisation still enters through an off-diagonal permittivity, which the isotropic, reciprocal model omits. A rough anomalous Hall conductivity of $10^5$ S/m makes it about 6% of $|N^2|$; for magnetisation along the normal it shifts the two circular normal emissivities by about $\pm9$% and their mean by 0.6%.

The result does not cover roughness comparable with the wavelength, thick coatings, thin coatings near a zero of their permittivity, or layers thin enough to transmit. Much finer roughness can also alter the ratios computed here. The reactance $b$ corresponds to a field depth of only 50 nm, and surface relief can add to it. The numbers therefore assume relief much shallower than this depth. For total rather than spectral emission, the ratio is the average of $\varepsilon_h/\varepsilon_n$ weighted by $\varepsilon_n$ times the Planck spectrum. It tends to $4/3$ as $|N|$ becomes very large throughout the wavelengths that carry the power; at moderate $|N|$ it lies lower. For the model metal of Section 6 it is about 1.28 at 300 K, 1.24 at 600 K with three times the resistivity, and 1.16 at 1100 K with ten times the resistivity. The remaining computed values are in the numerical output.

## Table of computed values

```
wavelength = 10.0 um
photon energy = 124.0 meV
resistivity = 10.0 uOhm cm
plasma energy = 4.0 eV
damping energy = 21.52 meV
omega*tau = 5.76
permittivity = -1009.4 + 175.4 i
n = 2.750, k = 31.89
a = 0.002684, b = 0.031126, |zeta| = 0.031242
normal emissivity = 0.010669
Hagen-Rubens normal emissivity = 0.03653
angle (deg): e_s, e_p, mean/normal, (mu+1/mu)/2
 30: 0.009245, 0.012310, 1.0102, 1.0104
 60: 0.005347, 0.021187, 1.2435, 1.2500
 80: 0.001860, 0.058230, 2.8160, 2.9662
 88: 0.000374, 0.157500, 7.3985, 14.3443
 89: 0.000187, 0.136438, 6.4027, 28.6581
 89.9: 0.000019, 0.018967, 0.8897, 286.4799
p peak angle = 88.209 deg
p peak emissivity = 0.1584
peak formula 2a/(|zeta|+a) = 0.1582
hemispherical emissivity = 0.013624
p share of hemispherical power = 0.7387
share from beyond the p peak = 0.00492
ratio, full Fresnel = 1.27697
term 13a/6 = +0.00582
logarithm term = -0.01861
arctangent term = -0.04587
ratio, 4/3 plus terms = 1.27467
quadrature shift of ratio (8 to 24 nodes) = 3.8e-15
30 um: |zeta| = 0.01097, normal = 0.01038, ratio = 1.30222
100 um: |zeta| = 0.00439, normal = 0.00874, ratio = 1.31152
neglected effects at 10 um: normal emissivity, ratio
 interband, Im eps +100: 0.016271, 1.27235
 resistivity x3 (hot): 0.030833, 1.25792
 diffuse electron scattering: 0.011905, 1.27581
 3 nm film, eps 5+0.5i: 0.010678, 1.28326
assumed Fermi speed = 5.0e+05 m/s
surface flux factor = 0.1875
addition to a from diffuse scattering = 0.000313
mean free path = 15.3 nm
field depth = 49.9 nm
intensity depth = 25.0 nm
magnetic response scale (2 T) = 0.00187
```
